# Why can Wannier spread minimization stop at a false minimum?: a program that tests the result

```python
"""
Result under test: the discretized Wannier spread of one isolated 2D band has
false minima labelled by vortices of the gauge phase on the k mesh.  At each
minimum the gauge-dependent spread is
    Omega_D = a^2/(4 pi^2) * (F + 2 pi n)^T G (F + 2 pi n),
F: Berry flux per plaquette, n: integer vortex charge, G: pseudo-inverse of the
plaquette Laplacian.  Zeros of the trial projection create the vortices.
Symbols: L mesh points per direction, b = 2 pi/(L a) mesh step, a = 1,
C(k) band eigenvector on orbitals A, B; M neighbour overlap; theta = Im ln M.
Lengths are in a, spreads in a^2, energies in eV.
"""
import numpy as np
from scipy.linalg import expm

TWO_PI = 2 * np.pi
ONSITE = 2.0
HOPS = (1.0, 0.8, 0.6)
TAU = np.array([[0.5, 0.5], [0.0, 0.0]])   # positions of orbitals A and B
C1, C2 = 0.8, 1.1                          # weights of the three-cell trial
rng = np.random.default_rng(1)


def wrap(x):
    return x - TWO_PI * np.round(x / TWO_PI)


def mesh(L):
    k = TWO_PI * np.arange(L) / L
    return np.meshgrid(k, k, indexing="ij")


def band(L):
    kx, ky = mesh(L)
    f = -(HOPS[0] + HOPS[1] * np.exp(-1j * kx) + HOPS[2] * np.exp(-1j * ky))
    H = np.zeros((L, L, 2, 2), complex)
    H[..., 0, 0], H[..., 1, 1] = ONSITE, -ONSITE
    H[..., 0, 1], H[..., 1, 0] = f, f.conj()
    energy, vec = np.linalg.eigh(H)
    return energy, vec[..., 0]


def project(C, c1, c2):
    """Gauge fixed by the trial |B,0> + c1 |B,x> + c2 |B,y>."""
    kx, ky = mesh(C.shape[0])
    amp = C[..., 1].conj() * (1 + c1 * np.exp(-1j * kx) + c2 * np.exp(-1j * ky))
    return C * (amp / abs(amp))[..., None]


def overlaps(C, origin=(0.0, 0.0)):
    b = TWO_PI / C.shape[0]
    return [np.sum(C.conj() * np.roll(C, -1, axis=d)
                   * np.exp(-1j * b * (TAU[:, d] + origin[d])), axis=-1)
            for d in (0, 1)]


def spread(M, guide=(0.0, 0.0)):
    """Spread from its definition; +b and -b links contribute equally."""
    b = TWO_PI / M[0].shape[0]
    th = [np.angle(M[d] * np.exp(1j * b * guide[d])) - b * guide[d]
          for d in (0, 1)]
    r = np.array([-t.mean() / b for t in th])
    inv = sum((1 - abs(m) ** 2).mean() for m in M) / b**2
    dia = sum((t**2).mean() for t in th) / b**2 - r @ r
    curl = th[0] + np.roll(th[1], -1, 0) - np.roll(th[0], -1, 1) - th[1]
    flux = wrap(curl)
    n = np.rint((curl - flux) / TWO_PI).astype(int)
    return dict(total=inv + dia, inv=inv, dia=dia, r=r, n=n, flux=flux,
                top=max(abs(t).max() for t in th))


def descend(M, phi, steps, guide=(0.0, 0.0)):
    """Steepest descent of the spread in the gauge phases (batches allowed)."""
    b = TWO_PI / M[0].shape[0]
    base = [np.angle(M[d]) + b * guide[d] for d in (0, 1)]
    for _ in range(steps):
        tx = wrap(base[0] + np.roll(phi, -1, -2) - phi)
        ty = wrap(base[1] + np.roll(phi, -1, -1) - phi)
        phi = phi + 0.24 * (tx - np.roll(tx, 1, -2) + ty - np.roll(ty, 1, -1))
    return phi


def relax(C, steps=2000, origin=(0.0, 0.0), guide=(0.0, 0.0)):
    phi = descend(overlaps(C, origin), np.zeros(C.shape[:2]), steps, guide)
    return C * np.exp(1j * phi)[..., None]


def potential(q):
    """G q on the periodic plaquette lattice."""
    kx, ky = mesh(q.shape[0])
    lam = 4 - 2 * np.cos(kx) - 2 * np.cos(ky)
    lam[0, 0] = 1.0
    qk = np.fft.fft2(q)
    qk[0, 0] = 0.0
    return np.fft.ifft2(qk / lam).real


def omega_formula(flux, n):
    q = flux + TWO_PI * n
    return np.sum(q * potential(q)) / TWO_PI**2


def complexity(C):
    """Zero if the Wannier function is real up to one global phase."""
    w = np.fft.ifft2(C, axes=(0, 1))
    return 1 - abs(np.sum(w**2)) / np.sum(abs(w) ** 2)


def real_space_spread(C, centre):
    L = C.shape[0]
    weight = abs(np.fft.ifft2(C, axes=(0, 1))) ** 2
    cells = np.meshgrid(np.arange(L), np.arange(L), indexing="ij")
    total = 0.0
    for d in (0, 1):
        x = cells[d][..., None] + TAU[:, d] - centre[d]
        x = (x + L / 2) % L - L / 2
        total += np.sum(weight * x**2) - np.sum(weight * x) ** 2
    return total


# Good trial: global minimum
L = 12
N = L * L
energy, C0 = band(L)
good_start = project(C0, 0.0, 0.0)
good = relax(good_start)
g = spread(overlaps(good))
g_start = spread(overlaps(good_start))
assert not g_start["n"].any() and not g["n"].any()
assert abs(g["dia"] - omega_formula(g["flux"], g["n"])) < 1e-10
vmax = abs(potential(g["flux"])).max()
assert vmax < np.pi / 8          # proves that no vortex set lies lower
assert complexity(good) < 1e-10

# Real trial whose projection vanishes at two k points
x0 = np.arccos((C2**2 - 1 - C1**2) / (2 * C1))
y0 = -np.arccos((C1**2 - 1 - C2**2) / (2 * C2))
assert abs(1 + C1 * np.exp(-1j * x0) + C2 * np.exp(-1j * y0)) < 1e-12
charge = int(np.sign(np.sin(x0 - y0)))
b = TWO_PI / L
n_pred = np.zeros((L, L), int)
for sgn in (1, -1):
    i, j = (int(np.floor(sgn * z / b)) % L for z in (x0, y0))
    n_pred[i, j] += sgn * charge
bad_start = project(C0, C1, C2)
bad = relax(bad_start)
f = spread(overlaps(bad))
assert np.array_equal(spread(overlaps(bad_start))["n"], n_pred)
assert np.array_equal(f["n"], n_pred)
assert f["top"] < np.pi
assert abs(f["dia"] - omega_formula(g["flux"], n_pred)) < 1e-9
assert complexity(bad) < 1e-10
excess = f["total"] - g["total"]
resistance = np.sum(n_pred * potential(n_pred.astype(float)))
cross = np.sum(n_pred * potential(g["flux"])) / np.pi
assert abs(excess - resistance - cross) < 1e-9

idx = np.arange(L)
dipole = np.array([np.sum(n_pred * idx[:, None]), np.sum(n_pred * idx)])
shift_pred = np.array([-dipole[1], dipole[0]]) / L
shift = f["r"] - g["r"]
mismatch = shift - shift_pred
assert np.allclose(mismatch, np.rint(mismatch), atol=1e-9)

# Stability of the false minimum against a finite kick
kick = 0.2 * rng.uniform(-1, 1, (L, L))
kicked = bad * np.exp(1j * kick)[..., None]
k_before = spread(overlaps(kicked))["total"]
k_after = spread(overlaps(relax(kicked)))["total"]
assert k_before > f["total"] + 1e-3 and abs(k_after - f["total"]) < 1e-9

# Complex trial: the vortex pair leaves the time-reversal-symmetric position
cplx = relax(project(C0, C1 * np.exp(2j * b), C2))
c = spread(overlaps(cplx))
assert c["n"].any() and c["top"] < np.pi and complexity(cplx) > 0.01
assert abs(c["dia"] - omega_formula(g["flux"], c["n"])) < 1e-9

# Real-space check of the spreads
rs_good = real_space_spread(good, g["r"])
rs_bad = real_space_spread(bad, f["r"])
assert rs_bad > rs_good + 0.3

# Finer meshes
growth = {L: excess}
for L2, steps in ((24, 3000), (48, 7000)):
    _, D0 = band(L2)
    D_good = relax(project(D0, 0.0, 0.0), steps)
    D_bad = relax(project(D0, C1, C2), steps)
    s_good, s_bad = spread(overlaps(D_good)), spread(overlaps(D_bad))
    growth[L2] = s_bad["total"] - s_good["total"]
rs_fine = real_space_spread(D_good, s_good["r"])
assert abs(rs_fine - s_good["total"]) < abs(rs_good - g["total"]) / 8
for small, large in ((12, 24), (24, 48)):
    # vortices sit on discrete plaquettes, so the logarithm is approximate
    assert abs(growth[large] - growth[small] - np.log(2) / np.pi) < 0.08

# Random starting phases
runs = 200
M_good = overlaps(good)
phases = descend(M_good, rng.uniform(-np.pi, np.pi, (runs, L, L)), 2000)
trapped, trapped_complex, excesses = 0, 0, []
for phi in phases:
    Cr = good * np.exp(1j * phi)[..., None]
    s = spread(overlaps(Cr))
    assert abs(s["dia"] - omega_formula(g["flux"], s["n"])) < 1e-7
    assert s["total"] > g["total"] - 1e-9
    if s["total"] > g["total"] + 1e-6:
        trapped += 1
        trapped_complex += complexity(Cr) > 1e-6
        excesses.append(s["total"] - g["total"])
assert trapped > 0 and trapped_complex > trapped / 2

# Guiding centres: displaced origin, then the vortex pair
origin = (L / 2 - g["r"][0], 0.0)
M_far = overlaps(good, origin)
naive = spread(M_far)
guided = spread(M_far, guide=origin)
assert naive["total"] > g["total"] + 0.5
assert abs(guided["total"] - g["total"]) < 1e-9
far = spread(overlaps(relax(good, 3000, origin), origin))
far_guided = spread(overlaps(relax(good, 3000, origin, origin), origin), origin)
assert abs(far_guided["total"] - g["total"]) < 1e-9
still = spread(overlaps(relax(bad_start, guide=g["r"])), guide=g["r"])
assert abs(still["total"] - f["total"]) < 1e-9

# Two-band link: gradient of (Im ln M_nn)^2 near a vanishing diagonal overlap
chi, h, slopes = 1.0, 1e-6, []
for size in (0.5, 0.1, 0.01):
    z, s = size * np.exp(1j * chi), np.sqrt(1 - size**2)
    V = np.array([[z, -s], [s, z.conjugate()]])
    grad = []
    for w in (1.0, 1j):
        W = np.array([[0, -np.conj(w)], [w, 0]])
        up, dn = (np.angle((V @ expm(e * W))[0, 0]) ** 2 for e in (h, -h))
        grad.append((up - dn) / (2 * h))
    slopes.append((size, np.hypot(*grad)))
    assert abs(slopes[-1][1] / (2 * chi * s / size) - 1) < 1e-5

print(f"on-site energies: +/-{ONSITE} eV; hoppings: {HOPS} eV")
print(f"orbital positions A, B: {TAU[0]}, {TAU[1]} a")
print(f"mesh: {L} x {L}; step b = {b:.5f} 1/a")
print(f"smallest direct gap: {(energy[..., 1] - energy[..., 0]).min():.4f} eV")
print(f"smallest |C_B(k)|: {abs(C0[..., 1]).min():.4f}")
print(f"largest |Berry flux| per plaquette: {abs(g['flux']).max():.5f} rad")
print(f"max |G F|: {vmax:.5f} rad; bound pi/8: {np.pi / 8:.5f} rad")
print(f"good trial, spread before descent: {g_start['total']:.6f} a^2")
print(f"global minimum, spread: {g['total']:.6f} a^2")
print(f"  invariant part: {g['inv']:.6f} a^2; Omega_D: {g['dia']:.6f} a^2")
print(f"  centre: ({g['r'][0]:.5f}, {g['r'][1]:.5f}) a")
print(f"three-cell trial weights: 1, {C1}, {C2}")
print(f"projection zero k0: ({x0:.4f}, {y0:.4f}) 1/a, and -k0")
print(f"  k0 in mesh steps: ({x0 / b:.3f}, {y0 / b:.3f})")
for i, j in np.argwhere(n_pred):
    print(f"  vortex charge {n_pred[i, j]:+d} on plaquette ({i}, {j})")
print(f"real false minimum, spread: {f['total']:.6f} a^2")
print(f"  Omega_D: {f['dia']:.6f} a^2; excess: {excess:.6f} a^2")
print(f"  resistance term: {resistance:.6f} a^2")
print(f"  flux cross term: {cross:.6f} a^2")
print(f"  largest |theta|: {f['top']:.4f} rad")
print(f"  centre: ({f['r'][0]:.5f}, {f['r'][1]:.5f}) a")
print(f"  centre displacement: ({shift[0]:.5f}, {shift[1]:.5f}) a")
print(f"  predicted modulo a: ({shift_pred[0]:.5f}, {shift_pred[1]:.5f}) a")
print(f"  after kick up to 0.2 rad: {k_before:.6f} a^2")
print(f"  after renewed descent: {k_after:.6f} a^2")
print(f"complex false minimum, spread: {c['total']:.6f} a^2")
print(f"complexity 1-|sum w^2|, global: {abs(complexity(good)):.1e}")
print(f"  real false: {abs(complexity(bad)):.1e}; "
      f"complex false: {complexity(cplx):.4f}")
print(f"real-space spread, global: {rs_good:.6f} a^2")
print(f"real-space spread, real false: {rs_bad:.6f} a^2")
print(f"global, L=48: functional {s_good['total']:.6f} a^2, "
      f"real space {rs_fine:.6f} a^2")
for size, value in growth.items():
    print(f"false-minimum excess, L={size}: {value:.5f} a^2")
print(f"ln(2)/pi: {np.log(2) / np.pi:.5f} a^2 per mesh doubling")
print(f"random starts: {runs}; trapped: {trapped}; "
      f"trapped and complex: {trapped_complex}")
print(f"  excess of trapped runs: {min(excesses):.4f} to "
      f"{max(excesses):.4f} a^2")
print(f"displaced origin ({origin[0]:.5f}, {origin[1]:.1f}) a, same function:")
print(f"  spread without guide: {naive['total']:.5f} a^2")
print(f"  spread with guide: {guided['total']:.6f} a^2")
print(f"  after unguided descent: {far['total']:.6f} a^2, "
      f"vortices left: {abs(far['n']).sum()}")
print(f"  after guided descent: {far_guided['total']:.6f} a^2")
print(f"vortex pair after guided descent: {still['total']:.6f} a^2")
for size, value in slopes:
    print(f"two-band link, phase {chi} rad, |M_nn|={size}: slope {value:.4f}")
print("verified")
```

Running it gives:

```
on-site energies: +/-2.0 eV; hoppings: (1.0, 0.8, 0.6) eV
orbital positions A, B: [0.5 0.5], [0. 0.] a
mesh: 12 x 12; step b = 0.52360 1/a
smallest direct gap: 4.0072 eV
smallest |C_B(k)|: 0.9056
largest |Berry flux| per plaquette: 0.02224 rad
max |G F|: 0.05707 rad; bound pi/8: 0.39270 rad
good trial, spread before descent: 0.110549 a^2
global minimum, spread: 0.107990 a^2
  invariant part: 0.106675 a^2; Omega_D: 0.001315 a^2
  centre: (0.06320, 0.05302) a
three-cell trial weights: 1, 0.8, 1.1
projection zero k0: (1.8429, -2.3655) 1/a, and -k0
  k0 in mesh steps: (3.520, -4.518)
  vortex charge -1 on plaquette (3, 7)
  vortex charge +1 on plaquette (8, 4)
real false minimum, spread: 1.072563 a^2
  Omega_D: 0.965888 a^2; excess: 0.964574 a^2
  resistance term: 0.967017 a^2
  flux cross term: -0.002444 a^2
  largest |theta|: 1.8524 rad
  centre: (0.31320, 0.46969) a
  centre displacement: (0.25000, 0.41667) a
  predicted modulo a: (0.25000, 0.41667) a
  after kick up to 0.2 rad: 1.248181 a^2
  after renewed descent: 1.072563 a^2
complex false minimum, spread: 1.071506 a^2
complexity 1-|sum w^2|, global: 0.0e+00
  real false: 0.0e+00; complex false: 0.4458
real-space spread, global: 0.112381 a^2
real-space spread, real false: 1.097268 a^2
global, L=48: functional 0.112100 a^2, real space 0.112380 a^2
false-minimum excess, L=12: 0.96457 a^2
false-minimum excess, L=24: 1.17203 a^2
false-minimum excess, L=48: 1.40034 a^2
ln(2)/pi: 0.22064 a^2 per mesh doubling
random starts: 200; trapped: 200; trapped and complex: 200
  excess of trapped runs: 4.3938 to 11.4684 a^2
displaced origin (5.93680, 0.0) a, same function:
  spread without guide: 35.82805 a^2
  spread with guide: 0.107990 a^2
  after unguided descent: 18.478331 a^2, vortices left: 24
  after guided descent: 0.107990 a^2
vortex pair after guided descent: 1.072563 a^2
two-band link, phase 1.0 rad, |M_nn|=0.5: slope 3.4641
two-band link, phase 1.0 rad, |M_nn|=0.1: slope 19.8997
two-band link, phase 1.0 rad, |M_nn|=0.01: slope 199.9900
verified
```
